# Longitudinal-transverse optical splitting of a polar monolayer near Gamma

A flat, insulating, polar crystal one layer thick lies in the plane \(z=0\). Its hexagonal cell has area \(A\) and contains two atoms of masses \(M_1,M_2\) with in-plane Born effective charges \(+Ze\) and \(-Ze\), where \(e>0\). The half-space above has relative permittivity \(\varepsilon_t\), the one below \(\varepsilon_b\), both constant at the phonon frequency. The problem is to find how the Coulomb field of the lattice vibration separates the longitudinal optical (LO) from the transverse optical (TO) in-plane phonon at small wavevector.

All fields vary as \(e^{i(\mathbf q\cdot\mathbf r-\omega t)}\), with \(\mathbf q\) and \(\mathbf r\) in the plane and \(q=|\mathbf q|\). The wavelength is long compared with the lattice constant and the layer thickness, so the layer acts as a sheet with dipole moment per area \(\mathbf P\). Electrostatics is used, which requires \(q\) to be much larger than the wavevector of light at the phonon frequency in either half-space. The limit \(q\to0\) below is therefore the limit of the electrostatic theory. SI units are used.

## (a) The field of a polarization wave

**Find the in-plane electric field that a given \(\mathbf P\) produces in the sheet, for longitudinal and for transverse polarization.**

**Solution.** The bound charge per area is

\[
\sigma=-\nabla\cdot\mathbf P=-i\,\mathbf q\cdot\mathbf P .
\]

A transverse wave has \(\mathbf q\cdot\mathbf P=0\), hence no charge and no macroscopic field.

For a longitudinal wave, Laplace's equation outside the sheet reads \(\partial_z^2\phi=q^2\phi\). The potential is continuous at the sheet and decays on both sides, so \(\phi=\phi_0e^{-q|z|}\). With \(D_z=-\varepsilon_0\varepsilon\,\partial_z\phi\),

\[
D_z(0^+)=\varepsilon_0\varepsilon_t q\phi_0,\qquad
D_z(0^-)=-\varepsilon_0\varepsilon_b q\phi_0 .
\]

Gauss's law equates the jump \(D_z(0^+)-D_z(0^-)\) to \(\sigma\). Defining \(\kappa=(\varepsilon_t+\varepsilon_b)/2\),

\[
\phi_0=\frac{\sigma}{2\varepsilon_0\kappa q}.
\]

The in-plane field is \(\mathbf E=-i\mathbf q\phi_0\). Since \((-i)(-i)=-1\),

\[
\mathbf E=-\frac{\mathbf q\,(\mathbf q\cdot\mathbf P)}{2\varepsilon_0\kappa q},
\qquad
E_L=-\frac{q}{2\varepsilon_0\kappa}P_L .
\]

The field opposes the polarization and is proportional to \(q\). One factor \(q\) comes from the charge, one from the gradient, and one is cancelled by the \(1/q\) of the sheet potential. In a bulk crystal the potential of a charge wave goes as \(1/q^2\), which cancels both factors and leaves a field that survives as \(q\to0\).

## (b) Screening by the layer's own electrons

**The electrons respond to the macroscopic field with a sheet susceptibility \(\chi\), which has the dimension of length. Express \(E_L\) through the relative displacement \(\mathbf u=\mathbf u_1-\mathbf u_2\).**

**Solution.** The ions contribute the dipole \(Ze\mathbf u_1-Ze\mathbf u_2=Ze\mathbf u\) per cell. The Born charge is defined at zero macroscopic field, so the electronic response to that field is a separate term:

\[
P_L=\frac{Ze}{A}u_L+\varepsilon_0\chi E_L .
\]

Inserting this in the result of (a) and collecting \(E_L\) gives

\[
E_L\left(1+\frac{\chi q}{2\kappa}\right)
=-\frac{q}{2\varepsilon_0\kappa}\frac{Ze}{A}u_L .
\]

Multiplying by \(\kappa\) and defining the screening length \(r=\chi/2\),

\[
E_L=-\frac{Ze}{2\varepsilon_0A}\,\frac{q}{\kappa+rq}\,u_L .
\]

The surroundings screen through the constant \(\kappa\), the layer through \(rq\). The layer's own screening disappears at long wavelength because most of the field then lies outside it.

## (c) The dispersion

**Let \(K\) be the restoring force constant of the relative motion at zero macroscopic field. Find the TO and LO frequencies, leaving aside the dispersion due to short-range forces.**

**Solution.** The equations of motion are

\[
M_1\ddot{\mathbf u}_1=-K\mathbf u+Ze\mathbf E,\qquad
M_2\ddot{\mathbf u}_2=+K\mathbf u-Ze\mathbf E .
\]

Divide each by its mass and subtract. With \(1/\mu=1/M_1+1/M_2\),

\[
\mu\ddot{\mathbf u}=-K\mathbf u+Ze\mathbf E .
\]

The transverse wave has \(\mathbf E=0\), so \(\omega_{TO}^2=K/\mu\). For the longitudinal wave, \(\ddot u_L=-\omega^2u_L\) and the field from (b) give

\[
-\omega^2u_L=-\omega_{TO}^2u_L
-\frac{Z^2e^2}{2\varepsilon_0\mu A}\frac{q}{\kappa+rq}u_L .
\]

Therefore

\[
\boxed{\;\omega_{LO}^2=\omega_{TO}^2+\frac{Sq}{\kappa+rq},\qquad
S=\frac{Z^2e^2}{2\varepsilon_0\mu A}\;}
\]

The shift is positive because the force \(ZeE_L\) opposes the displacement \(u_L\) and stiffens the mode. This force contains \(Z^2\), so the sign of the charge does not matter.

## (d) The behaviour at Gamma

**Determine the splitting and the LO slope as \(q\to0^+\), and the first correction to the linear law.**

**Solution.** At \(q=0\) the added term is zero, so \(\omega_{LO}=\omega_{TO}\). Differentiating the squared frequency gives

\[
2\omega_{LO}\frac{d\omega_{LO}}{dq}
=S\,\frac{(\kappa+rq)-rq}{(\kappa+rq)^2}
=\frac{S\kappa}{(\kappa+rq)^2}.
\]

At \(q\to0^+\) this becomes

\[
\boxed{\;\left.\frac{d\omega_{LO}}{dq}\right|_{0^+}=\frac{S}{2\kappa\,\omega_{TO}}\;}
\]

The slope is the same in every in-plane direction. Along a line through Gamma the frequency depends on \(|q|\), so its slope changes sign there: the LO surface is a cone with its tip on the TO frequency.

For the next order, write \(\omega_{LO}^2=\omega_{TO}^2+\delta\), with

\[
\delta=\frac{Sq}{\kappa}-\frac{Srq^2}{\kappa^2}+O(q^3).
\]

Then \(\omega_{LO}=\omega_{TO}+\delta/(2\omega_{TO})-\delta^2/(8\omega_{TO}^3)+\dots\) gives

\[
\omega_{LO}=\omega_{TO}+\frac{Sq}{2\kappa\omega_{TO}}
-\left[\frac{Sr}{2\kappa^2\omega_{TO}}
+\frac{S^2}{8\kappa^2\omega_{TO}^3}\right]q^2+O(q^3).
\]

The electronic screening length enters the curvature, not the slope. Short-range forces and the finite thickness of the layer also add terms of order \(q^2\), so the bracket, with its minus sign, is only the thin-sheet Coulomb part of the \(q^2\) coefficient. Keeping the full denominator \(\kappa+rq\) is useful when \(r/\kappa\) is much larger than the lattice constant; \(rq\) can then be comparable with \(\kappa\) while short-range dispersion is still small.

## (e) Can short-range forces alter the slope?

**Show that, for threefold symmetry, the linear term in the squared frequencies comes from the macroscopic field alone.**

**Solution.** Use mass-weighted displacements \(\sqrt{M_a}\,\mathbf u_a\). With \(Z_1=Z\) and \(Z_2=-Z\), the force \(Z_ae\mathbf E\) adds to the dynamical matrix

\[
D^{C}_{a\alpha,b\beta}=\frac{e^2}{2\varepsilon_0A}
\frac{Z_aZ_b}{\sqrt{M_aM_b}}
\frac{q_\alpha q_\beta}{q(\kappa+rq)} .
\]

At Gamma the optical pattern has its centre of mass at rest. Its normalized weights are \(\sqrt{\mu/M_1}\) and \(-\sqrt{\mu/M_2}\), because \(\mu/M_1+\mu/M_2=1\). Its coupling to the field contains

\[
\sum_a\frac{Z_a}{\sqrt{M_a}}e_a
=Z\sqrt\mu\left(\frac1{M_1}+\frac1{M_2}\right)=\frac{Z}{\sqrt\mu}.
\]

For rigid translation, \(e_a=\sqrt{M_a/(M_1+M_2)}\), and the sum is proportional to \(Z_1+Z_2=0\). To first order in \(q\), the Coulomb matrix within the optical pair is thus

\[
\frac{S}{\kappa}\frac{q_\alpha q_\beta}{q},
\]

with eigenvalue \(Sq/\kappa\) along \(\mathbf q\) and zero across it.

The remaining forces have two parts. Fields of higher multipoles carry at least one more power of \(q\) than the dipole term, so they start at order \(q^2\). The rest of the matrix is analytic. Time reversal gives \(D(-\mathbf q)=D(\mathbf q)^*\), and \(D\) is Hermitian. Its real part is therefore symmetric and even in \(\mathbf q\), and its imaginary part antisymmetric and odd. A linear term within the pair must have the form \(i(\mathbf c\cdot\mathbf q)\epsilon_{\alpha\beta}\), with \(\epsilon_{xy}=-\epsilon_{yx}=1\). A rotation by \(120^\circ\) leaves \(\epsilon_{\alpha\beta}\) unchanged, so it must also leave the in-plane vector \(\mathbf c\) unchanged. This requires \(\mathbf c=0\).

Coupling to other branches, which lie at different frequencies at Gamma, starts at order \(q\). In second-order perturbation theory it changes \(\omega^2\) at order \(q^2\). No further linear term remains.

A crystal of point ions gives a concrete case. Take a honeycomb lattice with lattice constant 1, charges \(\pm1\), masses 1 and 3, and nearest-neighbour springs of constant 40, in Gaussian units, where \(S=2\pi Z^2/(\mu A)\). Here \(\mu=0.75\) and \(A=\sqrt3/2\), so \(S=9.674\). The Coulomb force constants were summed in real space with the smooth cutoff \(\exp[-(0.004R)^4]\), and the dynamical matrix was diagonalized at \(q=0.06,0.12,0.18,0.24\). Cubic interpolation of \(\omega^2\) gives a linear coefficient of 9.678 for LO and \(-0.002\) for TO, both along a lattice vector and at \(17^\circ\) to it. The LO coefficient differs from \(S\) by 0.05% of \(S\).

## (f) Numbers for a model layer

**Take a lattice constant of 3.2 Å, masses 20 u and 60 u, \(Z=2\), \(\hbar\omega_{TO}=50\) meV and \(\chi=40\) Å. Compare a free layer with one on a substrate of \(\varepsilon_b=4\), with vacuum above.**

**Solution.** These are round model parameters. They give

\[
A=\frac{\sqrt3}{2}(3.2)^2=8.868\ \text{Å}^2,\qquad
\mu=\frac{20\times60}{80}=15\ \text{u},\qquad r=20\ \text{Å}.
\]

The definition of \(S\) yields \(2.625\times10^{18}\ \text{m/s}^2\), or \(\hbar^2S=11372.7\ \text{meV}^2\,\text{Å}\). The free layer has \(\kappa=1\), and its slope is

\[
\frac{\hbar^2S}{2\hbar\omega_{TO}}=\frac{11372.7}{100}
=113.7\ \text{meV Å},
\]

a group velocity of 17.3 km/s. On the substrate \(\kappa=(1+4)/2=2.5\), and the slope falls to \(113.7/2.5=45.5\) meV Å, or 6.9 km/s.

At \(q=0.01\ \text{Å}^{-1}\) the free layer has

\[
\hbar\omega_{LO}=\sqrt{2500+\frac{11372.7\times0.01}{1+0.2}}
=50.94\ \text{meV}.
\]

The same formula gives, in meV:

| \(q\) (Å⁻¹) | free | on substrate |
|---|---|---|
| 0 | 50.00 | 50.00 |
| 0.001 | 50.11 | 50.05 |
| 0.01 | 50.94 | 50.42 |
| 0.05 | 52.77 | 51.60 |
| 0.1 | 53.66 | 52.47 |

At \(q=0.01\ \text{Å}^{-1}\) the linear law would give a free-layer splitting of 1.14 meV instead of 0.94 meV. Most of the reduction is the factor \(1/(1+rq)=1/1.2\). The layer's own screening equals that of the surroundings at \(q=\kappa/r\), which is 0.05 Å⁻¹ for the free layer and 0.125 Å⁻¹ on the substrate. For \(rq\gg\kappa\) the formula tends to \(\sqrt{2500+11372.7/20}=55.4\) meV. This asymptote is not reached within the long-wavelength regime: at \(q=0.1\ \text{Å}^{-1}\), \(q\) times the lattice constant is already 0.32, and the energy is still well below it.

The substrate column assumes that the dielectric begins right at the sheet. A vacuum gap \(d\) replaces \(\kappa\) by \(1/(1-\beta e^{-2qd})\), with \(\beta=(\varepsilon_b-1)/(\varepsilon_b+1)\). This leaves the slope at Gamma unchanged but not the values at larger \(q\): for \(d=3\) Å and \(q=0.05\ \text{Å}^{-1}\), \(\kappa\) drops from 2.5 to 1.8 and the LO energy rises from 51.60 to 51.99 meV.

The thickness of the layer does not enter the slope. As an illustration, Poisson's equation was solved by finite volumes for a free layer 3 Å thick, with \(\chi\) and the vibrational charge spread evenly over it and the field averaged over it. At \(q=10^{-4}\ \text{Å}^{-1}\) the splitting divided by \(q\) is 113.48 meV Å. The thin-sheet expansion in (d) gives 113.49 meV Å at this \(q\), so nearly all of the difference from the limiting slope 113.73 meV Å is the curvature term.

At the other end, electrostatics fails near the light wavevector \(\omega_{TO}/c=2.5\times10^{-5}\ \text{Å}^{-1}\) in vacuum, and near twice that in the substrate, whose refractive index is 2. The electrostatic splitting of the free layer at the vacuum value is 0.003 meV. The linear law thus has a wide range between retardation and the layer's own screening.

## (g) A metal gate and a periodic stack

**Find what happens to the limit \(q\to0\) when (i) a grounded metal lies at depth \(h\) in the substrate, and (ii) identical layers, vibrating in phase, are stacked in vacuum with spacing \(L\).**

**Solution.** (i) The potential must vanish at \(z=-h\), so below the layer

\[
\phi=\phi_0\frac{\sinh q(z+h)}{\sinh qh},\qquad
D_z(0^-)=-\varepsilon_0\varepsilon_b q\coth(qh)\,\phi_0 .
\]

Gauss's law now replaces \(2\kappa\) by \(\varepsilon_t+\varepsilon_b\coth qh\). Since \(2r=\chi\),

\[
\omega_{LO}^2-\omega_{TO}^2=
\frac{2Sq}{\varepsilon_t+\varepsilon_b\coth(qh)+\chi q}
\;\longrightarrow\;\frac{2Sh}{\varepsilon_b}q^2 ,
\]

where the limit uses \(\coth qh\simeq1/(qh)\). The slope at Gamma is zero: image charges cancel the long-range part of the field once the wavelength is much larger than \(h\).

For the supported layer with \(h=100\) Å, the splitting at \(q=0.001\ \text{Å}^{-1}\) falls from 0.045 to 0.0055 meV. At \(q=0.01\ \text{Å}^{-1}\), where \(qh=1\), it falls only from 0.42 to 0.34 meV. The change is gradual: the splitting approaches its ungated value for \(qh\gtrsim1\), is about half of it at \(qh=0.5\), and follows the quadratic law only for \(qh\ll1\). This holds for a gate that acts as an ideal conductor at the phonon frequency. An atomically thin gate such as doped graphene responds instead through a finite sheet susceptibility, \(-e^2E_F/[\pi\varepsilon_0(\hbar\omega)^2]\approx-4600\) Å for \(E_F=0.2\) eV at 50 meV in the Drude limit. Like the layer's own screening, its effect vanishes as \(q\to0\), so it does not remove the linear term.

(ii) By symmetry \(\partial_z\phi=0\) halfway between layers, so for \(|z|\le L/2\)

\[
\phi=\phi_0\frac{\cosh q(L/2-|z|)}{\cosh(qL/2)} .
\]

The slopes at \(z=0^\pm\) are \(\mp q\tanh(qL/2)\phi_0\). Hence \(\sigma=2\varepsilon_0q\tanh(qL/2)\phi_0\), and \(\kappa\) is replaced by \(\tanh(qL/2)\):

\[
\omega_{LO}^2-\omega_{TO}^2=\frac{Sq}{\tanh(qL/2)+rq}
\;\longrightarrow\;\frac{S}{L/2+r}.
\]

With \(r=\chi/2\) and the definition of \(S\), the limit can be written

\[
\frac{Z^2e^2}{\varepsilon_0\mu\,(AL)\,(1+\chi/L)} ,
\]

which is the bulk splitting for cell volume \(AL\) and in-plane electronic permittivity \(1+\chi/L\). For \(L=6\) Å the LO energy at \(q\to0\) is \(\sqrt{2500+11372.7/23}=54.7\) meV, a splitting of 4.7 meV where the single layer has none. The two limits do not commute: at fixed \(L\) the splitting stays finite as \(q\to0\), while at fixed \(q\) the isolated-layer result returns when \(qL\gg1\). A calculation that repeats a monolayer periodically must therefore satisfy \(qL\gg1\), or remove the coupling between images, before its LO branch describes a single layer. Reading off the limiting slope of (d) requires \(rq\ll1\) as well.
